# Steady thickness of an oxide scale that spalls every cycle: test program

```python
# Result under test: a scale whose squared thickness grows by k*dt per cycle
# and which then loses 10 percent of its thickness has the steady thickness
#     X = sqrt(k*dt / (1 - 0.9**2)) = 2.294 sqrt(k*dt)   just before the loss.
# k: parabolic constant (x^2 = k t), dt: hot time per cycle, q: lost fraction.
# Thickness is in micrometres and time in hours unless a name says otherwise.
import math
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

k = 0.10
dt = 1.0
q = 0.10
unit = math.sqrt(k * dt)


def steady(lost):
    return math.sqrt(k * dt / (1 - (1 - lost) ** 2))


def run_cycles(start, count, growth_rate, lost_fraction):
    """Integrate the growth equation and shed scale; return preloss values."""
    x = start
    peaks = []
    for _ in range(count):
        sol = solve_ivp(lambda t, y: growth_rate(y), (0, dt), [x],
                        method="DOP853", rtol=1e-9, atol=1e-12)
        assert sol.success
        peak = float(sol.y[0, -1])
        peaks.append(peak)
        x = peak * (1 - lost_fraction(peak))
    return np.array(peaks)


def parabolic(x):
    return k / (2 * x)


X = steady(q)
factor = X / unit

# Steady state and convergence law, from a thin and a thick starting scale
n_cycles = 70
index = np.arange(1, n_cycles + 1)
histories = {}
for start in (0.001, 3.0):
    peaks = run_cycles(start, n_cycles, parabolic, lambda x: q)
    histories[start] = peaks
    assert abs(peaks[-1] / X - 1) < 1e-5
    first_square = start ** 2 + k * dt
    law = np.sqrt(X ** 2 + (first_square - X ** 2) * 0.81 ** (index - 1))
    assert np.max(np.abs(peaks / law - 1)) < 1e-6
assert abs(histories[3.0][-1] / unit - 2.29) < 0.005

# Approach from (almost) bare metal
thin = histories[0.001]
bare_law = X * np.sqrt(1 - 0.81 ** index)
assert np.max(np.abs(thin / bare_law - 1)) < 1e-4
n_one_percent = math.ceil(math.log(1 - 0.99 ** 2) / math.log(0.81))
assert int(index[thin >= 0.99 * X][0]) == n_one_percent

# Growth balances loss, and the peak matches an uninterrupted older scale
growth_per_cycle = thin[-1] - 0.9 * thin[-2]
assert abs(growth_per_cycle / (0.1 * X) - 1) < 1e-4
equivalent_age = dt / 0.19
old = solve_ivp(lambda t, y: parabolic(y), (0, equivalent_age), [0.001],
                method="DOP853", rtol=1e-9, atol=1e-12)
assert abs(old.y[0, -1] / X - 1) < 1e-5

# General lost fraction
other = run_cycles(1.0, 40, parabolic, lambda x: 0.30)
assert abs(other[-1] / steady(0.30) - 1) < 1e-5

# Patchy spalling to bare metal: sum over patch ages against random patches
ages = np.arange(1, 1001)
patch_mean = float(np.sum(q * (1 - q) ** (ages - 1) * np.sqrt(ages * k * dt)))
rng = np.random.default_rng(7)
square = np.zeros(200000)
for cycle in range(150):
    square += k * dt
    simulated_mean = float(np.mean(np.sqrt(square)))
    square[rng.random(square.size) < q] = 0.0
# sampling error of the mean is about 0.1 percent
assert abs(simulated_mean / patch_mean - 1) < 0.006

# Cubic growth matched to the parabolic thickness at 100 h
match_time = 100.0
match_thickness = math.sqrt(k * match_time)
K3 = match_thickness ** 3 / match_time
X_cubic = (K3 * dt / (1 - 0.9 ** 3)) ** (1 / 3)
cubic = run_cycles(0.5, 60, lambda x: K3 / (3 * x ** 2), lambda x: q)
assert abs(cubic[-1] / X_cubic - 1) < 1e-5

# Lost fraction proportional to thickness, 10 percent at 1 micrometre
X_prop = brentq(lambda x: x ** 2 * (1 - (1 - q * x) ** 2) - k * dt, 0.1, 3.0)
prop = run_cycles(2.0, 60, parabolic, lambda x: q * x)
assert abs(prop[-1] / X_prop - 1) < 1e-5

# Temperature error and ramps, with an Arrhenius parabolic constant
kB_eV = constants.k / constants.e
T_hot = 1100.0 + constants.zero_Celsius
T_cold = 20.0 + constants.zero_Celsius
E_act = 3.5
overshoot = 10.0


def k_ratio(T):
    return math.exp(-E_act / kB_eV * (1 / T - 1 / T_hot))


X_hotter = X * math.sqrt(k_ratio(T_hot + overshoot))
ramp_min = 5.0
ramp_rate = (T_hot - T_cold) / ramp_min
area = quad(k_ratio, T_cold, T_hot, points=[T_hot - 300, T_hot - 100])[0]
extra_min = 2 * area / ramp_rate
estimate_min = 2 * kB_eV * T_hot ** 2 / (E_act * ramp_rate)
# the estimate omits a relative correction of order 2 kB T / E
assert abs(estimate_min / extra_min - 1) < 0.10
X_ramp = X * math.sqrt(1 + extra_min / (60 * dt))

# Aluminium drawn from a sheet that oxidizes on both faces
rho_oxide, rho_alloy = 3.98, 7.8          # g/cm3
al_in_oxide = 2 * 26.98 / (2 * 26.98 + 3 * 16.00)
al_in_alloy = 0.05
half_sheet_cm = 0.15
um_to_mg_al = 1e-4 * rho_oxide * al_in_oxide * 1e3
al_per_cycle = 0.1 * X * um_to_mg_al
al_store = half_sheet_cm * rho_alloy * al_in_alloy * 1e3
x, grown = 0.0, 0.0
for cycle in range(1000):
    peak = math.sqrt(x * x + k * dt)
    grown += peak - x
    x = 0.9 * peak
al_1000 = grown * um_to_mg_al
# the retained scale adds a few cycles' worth of oxide to the steady loss
assert abs(al_1000 / (1000 * al_per_cycle) - 1) < 0.01


def change(value):
    return 100 * (value / X - 1)


print(f"parabolic constant k (input): {k:.2f} um^2/h")
print(f"hot time per cycle dt (input): {dt:.1f} h")
print(f"lost fraction of thickness (input): {100*q:.0f} percent")
print(f"sqrt(k dt): {unit:.4f} um")
print(f"steady factor X/sqrt(k dt): {factor:.4f}")
print(f"factor from integrated cycles: {histories[3.0][-1]/unit:.4f}")
print(f"steady thickness before loss X: {X:.4f} um = {1e3*X:.0f} nm")
print(f"steady thickness after loss: {0.9*X:.4f} um")
print(f"oxide lost per cycle: {0.1*X:.4f} um")
print(f"age of uninterrupted scale of thickness X: {equivalent_age:.2f} h")
for n in (1, 5, 10, 20):
    print(f"preloss thickness, cycle {n}, from bare: {bare_law[n-1]:.4f} um")
print(f"cycles to come within 1 percent of X: {n_one_percent}")
print(f"steady factor for 30 percent loss: {steady(0.30)/unit:.4f}")
print(f"patchy spalling, mean before loss: {patch_mean:.4f} um")
print(f"patchy spalling, random simulation: {simulated_mean:.4f} um")
print(f"patchy spalling, change from X: {change(patch_mean):+.1f} percent")
print(f"matching thickness at {match_time:.0f} h: {match_thickness:.3f} um")
print(f"cubic constant K: {K3:.4f} um^3/h")
print(f"cubic growth, thickness before loss: {X_cubic:.4f} um")
print(f"cubic growth, change from X: {change(X_cubic):+.1f} percent")
print(f"loss proportional to thickness, before loss: {X_prop:.4f} um")
print(f"loss proportional, fraction lost there: {100*q*X_prop:.2f} percent")
print(f"loss proportional, change from X: {change(X_prop):+.1f} percent")
print(f"hot temperature (input): {T_hot:.2f} K")
print(f"cold temperature (input): {T_cold:.2f} K")
print(f"activation energy (rough input): {E_act:.1f} eV")
print(f"k ratio for {overshoot:.0f} K too hot: "
      f"{k_ratio(T_hot+overshoot):.3f}")
print(f"{overshoot:.0f} K too hot, change from X: "
      f"{change(X_hotter):+.1f} percent")
print(f"each ramp lasts (input): {ramp_min:.0f} min")
print(f"two ramps, equivalent extra hot time: {extra_min:.3f} min")
print(f"two ramps, change from X: {change(X_ramp):+.2f} percent")
print(f"oxide density (input): {rho_oxide:.2f} g/cm3")
print(f"alloy density (rough input): {rho_alloy:.1f} g/cm3")
print(f"aluminium in alloy (input): {100*al_in_alloy:.0f} wt percent")
print(f"aluminium in oxide: {100*al_in_oxide:.1f} wt percent")
print(f"sheet thickness (input): {20*half_sheet_cm:.1f} mm")
print(f"aluminium used per cycle and face: {al_per_cycle:.4f} mg/cm2")
print(f"aluminium used in 1000 cycles per face: {al_1000:.2f} mg/cm2")
print(f"aluminium store per face: {al_store:.1f} mg/cm2")
print(f"share of store used in 1000 cycles: {100*al_1000/al_store:.1f} percent")
print("every check passed")
```

Printed output:

```
parabolic constant k (input): 0.10 um^2/h
hot time per cycle dt (input): 1.0 h
lost fraction of thickness (input): 10 percent
sqrt(k dt): 0.3162 um
steady factor X/sqrt(k dt): 2.2942
factor from integrated cycles: 2.2942
steady thickness before loss X: 0.7255 um = 725 nm
steady thickness after loss: 0.6529 um
oxide lost per cycle: 0.0725 um
age of uninterrupted scale of thickness X: 5.26 h
preloss thickness, cycle 1, from bare: 0.3162 um
preloss thickness, cycle 5, from bare: 0.5855 um
preloss thickness, cycle 10, from bare: 0.6799 um
preloss thickness, cycle 20, from bare: 0.7201 um
cycles to come within 1 percent of X: 19
steady factor for 30 percent loss: 1.4003
patchy spalling, mean before loss: 0.9033 um
patchy spalling, random simulation: 0.9043 um
patchy spalling, change from X: +24.5 percent
matching thickness at 100 h: 3.162 um
cubic constant K: 0.3162 um^3/h
cubic growth, thickness before loss: 1.0528 um
cubic growth, change from X: +45.1 percent
loss proportional to thickness, before loss: 0.8046 um
loss proportional, fraction lost there: 8.05 percent
loss proportional, change from X: +10.9 percent
hot temperature (input): 1373.15 K
cold temperature (input): 293.15 K
activation energy (rough input): 3.5 eV
k ratio for 10 K too hot: 1.238
10 K too hot, change from X: +11.3 percent
each ramp lasts (input): 5 min
two ramps, equivalent extra hot time: 0.403 min
two ramps, change from X: +0.34 percent
oxide density (input): 3.98 g/cm3
alloy density (rough input): 7.8 g/cm3
aluminium in alloy (input): 5 wt percent
aluminium in oxide: 52.9 wt percent
sheet thickness (input): 3.0 mm
aluminium used per cycle and face: 0.0153 mg/cm2
aluminium used in 1000 cycles per face: 15.38 mg/cm2
aluminium store per face: 58.5 mg/cm2
share of store used in 1000 cycles: 26.3 percent
every check passed
```
